# Swept-field switching distribution and the logarithmic sweep-rate law

## A bit with a constant escape rate

A magnetic bit is prepared in one of its two states. A field pointing against its magnetization is then raised steadily, and the field at which the bit first reverses is recorded. Write $B=\mu_0H$ for the magnitude of this reversing field, in mT, and let

$$B(t)=B_i+Rt,\qquad R>0,$$

where $B_i$ is the starting field and $R$ the sweep rate in mT/s. Repeated sweeps give different switching fields because reversal is thermally activated.

Suppose first that the escape rate is a constant $\Gamma_c$, whatever the field. The probability $S$ that the bit has not yet switched decays as $e^{-\Gamma_ct}$. Since $t=(B-B_i)/R$,

$$S(B)=e^{-\Gamma_c(B-B_i)/R},\qquad p(B)=-\frac{dS}{dB}=\frac{\Gamma_c}{R}\,e^{-\Gamma_c(B-B_i)/R}.$$

Here $p(B)\,dB$ is the probability of switching between $B$ and $B+dB$. This density falls from the first moment on, so the most probable switching field is $B_i$ for every sweep rate. The mean lies $R/\Gamma_c$ above $B_i$, which is linear in $R$. There is no interior peak and no logarithm. Both must come from the growth of the rate with field.

## Letting the rate depend on field

Now let the rate be $\Gamma(B)$. I assume that escape is memoryless: a bit still in its initial state at time $t$ switches during $dt$ with probability $\Gamma(B(t))\,dt$, whatever its history. This requires the bit to equilibrate within its well much faster than it escapes, and much faster than the field changes the rate. I also assume a fixed temperature, identical bits and no returns to the initial state. Then

$$S(t+dt)=S(t)\,[1-\Gamma\,dt]\quad\Longrightarrow\quad\frac{dS}{dt}=-\Gamma S .$$

Using $dt=dB/R$ and $S(B_i)=1$,

$$\frac{d\ln S}{dB}=-\frac{\Gamma(B)}{R},\qquad S(B)=\exp\left[-\frac1R\int_{B_i}^{B}\Gamma(B')\,dB'\right],$$

and therefore

$$p(B)=-\frac{dS}{dB}=\frac{\Gamma(B)}{R}\,S(B).$$

The density is the chance of having survived, times the switching rate per unit of field for a bit that has survived. A constant $\Gamma$ restores the first case.

The rate of interest is exponential in field:

$$\Gamma(B)=\Gamma_r\,e^{(B-B_r)/b},\qquad b>0.$$

Here $B_r$ is a reference field, $\Gamma_r$ the rate there, and $b$ the field increase that multiplies the rate by $e$. Its integral is

$$\int_{B_i}^{B}\Gamma(B')\,dB'=b\,[\Gamma(B)-\Gamma(B_i)],$$

so the switching distribution is

$$p(B)=\frac{\Gamma(B)}{R}\exp\left\{-\frac bR\,[\Gamma(B)-\Gamma(B_i)]\right\},\qquad B\ge B_i .$$

It is normalized, because $S$ falls from 1 at $B_i$ to 0 as $B\to\infty$.

As a limit, let $b\to\infty$ with $\Gamma(B_i)$ held fixed. Then $b\,[e^{(B-B_i)/b}-1]\to B-B_i$, the exponent becomes $-\Gamma(B_i)(B-B_i)/R$, and the constant-rate result returns.

## The most probable field

The logarithm of $p$ has its maximum where $p$ does. Since $\ln\Gamma$ has slope $1/b$ and $\ln S$ has slope $-\Gamma/R$,

$$\frac{d\ln p}{dB}=\frac1b-\frac{\Gamma(B)}{R}.$$

The first term is the growth of the rate; the second is the depletion of unswitched bits. They balance at

$$\Gamma(B^*)=\frac Rb .$$

The second derivative, $-\Gamma/(bR)$, is negative, so this is a maximum and there is no other. Inserting the exponential rate and taking the logarithm,

$$\frac{B^*-B_r}{b}=\ln\frac{R}{b\Gamma_r},$$

$$\boxed{B^*=B_r+b\ln\frac{R}{b\,\Gamma_r}}$$

The product $b\Gamma_r$ is a sweep rate, so the logarithm has a pure number as its argument. Differentiation gives

$$\frac{dB^*}{d\ln R}=b,\qquad B^*(10R)-B^*(R)=b\ln10 .$$

In words, the peak lies where the mean lifetime $1/\Gamma$ equals the time $b/R$ in which the sweep covers one field scale. A tenfold faster sweep shortens that time tenfold, so the rate at the peak must be tenfold higher. An exponential rate provides this for a fixed field increment.

The choice of $B_r$ does not matter within this model. Moving it by $\delta$ multiplies $\Gamma_r$ by $e^{\delta/b}$, which lowers the logarithmic term by $\delta$ and cancels the move.

## When the peak is lost

The stationary point counts only if the sweep passes through it. Define

$$a=\frac{b\,\Gamma(B_i)}{R}.$$

Since $\Gamma(B_i)=\Gamma_re^{(B_i-B_r)/b}$, the peak formula can be written $B^*=B_i-b\ln a$. It lies above $B_i$ when $a<1$, that is, when $R>b\Gamma(B_i)$. If $a\ge1$, depletion wins at every $B>B_i$, the density falls throughout, and its maximum sits at $B_i$. The sweep is then too slow, or starts too high, for the logarithmic law to hold.

The mean has a closed form for any $a$. Integrating by parts,

$$\langle B\rangle=B_i+\int_{B_i}^{\infty}S\,dB .$$

With $v=e^{(B-B_i)/b}$, one has $S=e^{-a(v-1)}$ and $dB=b\,dv/v$, so

$$\langle B\rangle=B_i+b\,e^{a}\int_1^\infty\frac{e^{-av}}{v}\,dv=B_i+b\,e^aE_1(a),$$

where $E_1$ is the exponential integral. For small $a$, put $s=av$ and integrate by parts:

$$E_1(a)=\int_a^\infty\frac{e^{-s}}{s}\,ds=-e^{-a}\ln a+\int_a^\infty e^{-s}\ln s\,ds\;\to\;-\ln a-\gamma .$$

The last integral tends to $-\gamma$, with $\gamma=0.5772$ Euler's constant. Hence $\langle B\rangle\to B_i-b\ln a-\gamma b=B^*-\gamma b$. When the sweep starts far below the peak, the mean obeys the same logarithmic law, displaced by a constant.

## One shape for all sweep rates

Keep $a\to0$ and measure field from the peak: $x=(B-B^*)/b$. Since $\Gamma(B^*)=R/b$, the rate is $\Gamma=(R/b)e^x$, and

$$S=e^{-e^x},\qquad p(B)=\frac1b\,e^{x-e^x}.$$

This is the Gumbel distribution for minima. The sweep rate enters through $B^*$ alone, so changing $R$ slides the curve along the field axis without changing its shape. At the peak $S=1/e$ and $p=1/(eb)$: about 63% of the bits have switched before the most probable field is reached. Below the peak the density has a tail $e^x/b$; above it the factor $e^{-e^x}$ cuts it off sharply.

The median follows from $S=\tfrac12$, or $e^x=\ln2$:

$$B_{1/2}=B^*+b\ln\ln2 .$$

For the moments, let $w=e^x$. The probability that $w$ exceeds a given value is $e^{-w}$, so $w$ has density $e^{-w}$ and

$$\langle e^{kx}\rangle=\int_0^\infty w^ke^{-w}\,dw=G(1+k),$$

where $G$ is Euler's gamma function, written so to keep it apart from the rate. Its product form is $1/G(1+k)=e^{\gamma k}\prod_{n\ge1}(1+k/n)e^{-k/n}$. Taking the logarithm and expanding each factor in $k$,

$$\ln G(1+k)=-\gamma k+\sum_{n\ge1}\left[\frac kn-\ln\left(1+\frac kn\right)\right]=-\gamma k+\frac{\zeta(2)}2k^2-\frac{\zeta(3)}3k^3+\dots$$

The coefficient of $k^j/j!$ is the $j$th cumulant of $x$. The mean of $x$ is thus $-\gamma$, as found above; the variance is $\zeta(2)=\pi^2/6$; the third cumulant is $-2\zeta(3)$. In terms of field,

$$\sigma=\frac{\pi b}{\sqrt6}=1.28\,b,\qquad \text{skewness}=\frac{-2\zeta(3)}{(\pi^2/6)^{3/2}}=-\frac{12\sqrt6\,\zeta(3)}{\pi^3}=-1.14 .$$

The half-maximum points satisfy $e^{x-e^x}=\tfrac12e^{-1}$, or $e^x=x+c$ with $c=1+\ln2$. Put $u=-(x+c)=-e^x$. Then

$$u\,e^u=-e^x\,e^{-x-c}=-e^{-c}=-\frac1{2e}.$$

This value lies between $-1/e$ and 0, where the Lambert function has two real branches. The solutions $x=-c-W(-e^{-c})$ are $-1.461$ and $0.985$, so the full width at half maximum is $2.446\,b$.

Width and sweep-rate slope are therefore tied together: $\sigma/(dB^*/d\ln R)=\pi/\sqrt6$. Now suppose the bits are not identical but have the same $b$ and $\Gamma_r$ and independently scattered values of $B_r$, with standard deviation $s$. Each bit's distribution is a shifted copy of the same curve, so the variances add:

$$\sigma^2=\frac{\pi^2b^2}{6}+s^2 .$$

A change of $R$ still shifts every copy equally, and the peak of the total distribution still moves by $b\ln10$ per decade. In this model a standard deviation larger than $1.28$ times the slope $dB^*/d\ln R$ reveals scatter between bits, and the excess variance is $s^2$. In a measurement, independent offsets of the field from sweep to sweep would add to the variance in the same way, so the excess alone does not identify its cause. The ratio $1.28$ also belongs to the strictly exponential rate. For the curved barrier of the worked case below, identical bits give $1.25$ at 10 mT/s, a variance about $4\ \mathrm{mT^2}$ below $\pi^2/6$ times the squared slope, so the excess underestimates $s^2$ by about that amount.

## Where the exponential rate comes from

Take a single-domain particle with uniaxial anisotropy, moment $m$, zero-field barrier $E_0$, and the field along the easy axis. Let $\theta$ be the angle of the moment from its initial direction. The field is opposed to that direction, so the Zeeman energy is $+mB\cos\theta$. With $B_k=2E_0/m$,

$$\frac{E(\theta)}{E_0}=\sin^2\theta+2\beta\cos\theta,\qquad\beta=\frac B{B_k}.$$

The derivative is $2\sin\theta(\cos\theta-\beta)$. For $0\le\beta<1$ the maximum is at $\cos\theta=\beta$, with energy $1-\beta^2+2\beta^2=1+\beta^2$. The initial state has energy $2\beta$. The barrier is the difference,

$$E_b(B)=E_0\left(1-\frac B{B_k}\right)^2 ,$$

and it vanishes at $B_k$, the switching field at zero temperature. With a constant attempt rate $f_0$, the Arrhenius rate is $\Gamma=f_0e^{-E_b/kT}$. Its logarithm is quadratic in field. Expanding it to first order about $B_r$ gives the exponential rate, with

$$\frac1b=-\frac1{kT}\left.\frac{dE_b}{dB}\right|_{B_r}=\frac{m_a}{kT},\qquad m_a=m\left(1-\frac{B_r}{B_k}\right).$$

The activation moment $m_a$ is the change in the moment's component along its initial direction between the well and the barrier top. The larger it is, the more strongly the field lowers the barrier and the smaller $b$ becomes. In a real particle $f_0$ also varies with field, and $d\ln f_0/dB$ is then added to $1/b$; this is neglected here. For the parameters of the worked case below, Brown's Fokker–Planck treatment of the same energy, matched to the same rate at 200 mT, raises $b$ by about 4% and the peak at $10^4$ mT/s by about 3 mT, so the digits given below belong to the model with constant $f_0$.

## A worked case

I take round model parameters: $E_0=60\,kT$ at 300 K, $B_k=500$ mT, $f_0=10^9\ \mathrm{s^{-1}}$ and $B_r=200$ mT. At the reference field $1-B_r/B_k=0.6$, so the barrier is $60\times0.36=21.6\,kT$ and

$$\Gamma_r=10^9e^{-21.6}=0.416\ \mathrm{s^{-1}},\qquad b=\frac{500}{2\times60\times0.6}=6.944\ \mathrm{mT}.$$

The full moment is $9.94\times10^{-19}\ \mathrm{A\,m^2}$, and the activation moment is 0.6 of it, $5.96\times10^{-19}\ \mathrm{A\,m^2}$.

Sweep from zero field at $R=10$ mT/s. Then $b\Gamma_r=2.890$ mT/s, and

$$B^*=200+6.944\ln\frac{10}{2.890}=200+6.944\times1.241=208.6\ \mathrm{mT},$$

or $H=166.0$ kA/m. The rate there is $R/b=1.44\ \mathrm{s^{-1}}$. Each decade of sweep rate moves the peak by $6.944\times2.303=15.99$ mT.

The start parameter is $a=9\times10^{-14}$, so the limiting formulas apply. The mean is $208.6-4.0=204.6$ mT, the median 206.1 mT, the standard deviation 8.9 mT and the full width at half maximum 17.0 mT. The order mean, median, peak reflects the low-field tail.

Peak, mean, median, widths and skewness were also read from a density built by numerical accumulation of $\Gamma/R$, and they agree within the tolerances of the grid. A random simulation of 20,000 particles gave a mean of 204.75 mT, against 204.61 mT from the formula. With a standard error of 0.06 mT, this is a deviation of 2.2 standard errors. It passes the test, which allowed five, but it is not a close agreement. The simulated standard deviation was 8.85 mT, against 8.91 mT.

Returns can be neglected here. Reversing the sign of the field in the barrier gives a return barrier $E_0(1+B/B_k)^2$, so the return rate is largest at zero field, where it is $9\times10^{-18}\ \mathrm{s^{-1}}$.

Two late starts at the same sweep rate show the condition on $a$. Starting at 203.8 mT gives $a=0.5$; the peak stays at 208.6 mT, but the mean rises to 210.2 mT because the low-field tail has been removed. Starting at 213.4 mT gives $a=2$, and the density is largest at the start. The mean is then 2.5 mT above the start. A rate frozen at its initial value would give $R/\Gamma(B_i)=b/a=3.5$ mT; the growing rate shortens the wait.

## Beyond the straight line

For a general increasing rate, let $L=\ln\Gamma$, with primes for field derivatives. The slope of $\ln p$ is $L'-\Gamma/R$, so an interior peak obeys

$$\Gamma(B^*)=R\,L'(B^*).$$

For the quadratic barrier below $B_k$, $L''<0$ and $\Gamma'>0$. The second derivative $L''-\Gamma'/R$ is negative, so there is at most one such peak. Taking the logarithm of the condition and differentiating with respect to $\ln R$,

$$L'\frac{dB^*}{d\ln R}=1+\frac{L''}{L'}\frac{dB^*}{d\ln R}
\quad\Longrightarrow\quad
\frac{dB^*}{d\ln R}=\frac1{L'-L''/L'} .$$

If $L''=0$, then $L'=1/b$ and the slope is $b$ again.

The table compares the logarithmic law, linearized at 200 mT, with the peak for the full quadratic barrier.

| $R$ (mT/s) | Log law (mT) | Full barrier (mT) | Difference (mT) |
|---:|---:|---:|---:|
| 1 | 192.63 | 192.88 | +0.25 |
| 10 | 208.62 | 208.54 | −0.08 |
| 100 | 224.61 | 225.05 | +0.44 |
| 1000 | 240.60 | 242.56 | +1.96 |
| 10000 | 256.59 | 261.26 | +4.67 |

The difference changes sign twice, and the peak condition explains why. Let $y=B^*-B_r$ for the full barrier and $D=B_k-B_r=300$ mT. Expanding the square in the barrier gives, without approximation,

$$\ln\frac{\Gamma}{\Gamma_r}=\frac yb-\frac{y^2}{2bD},\qquad L'=\frac1b\left(1-\frac yD\right).$$

Insert both into $\ln\Gamma=\ln R+\ln L'$, multiply by $b$, and subtract the value $b\ln[R/(b\Gamma_r)]$ given by the logarithmic law:

$$B^*_{\rm full}-B^*_{\rm log}=\frac{y^2}{2D}+b\ln\left(1-\frac yD\right)\approx\frac{y(y-2b)}{2D},$$

where the last form holds for $|y|\ll D$. The first term arises because the true rate lies below its tangent exponential, which delays switching. The second arises because the logarithmic slope of the rate falls as the field rises, so depletion overtakes growth at a lower rate. To this order the difference is negative for $0<y<2b=13.9$ mT and positive outside that interval. At 10 mT/s, $y=8.5$ mT lies inside it. At $10^4$ mT/s, $y=61.26$ mT, and the unapproximated expression gives $6.255-1.586\approx4.67$ mT, as in the table.

The local slope shows the same curvature. At 10 mT/s it is 6.98 mT per unit of $\ln R$, close to $b$. At $10^4$ mT/s it has risen to 8.42 mT, 21% above $b$. Finite differences of the numerical peaks confirm the slope formula at both rates. A line through the first and last full-barrier peaks has slope $68.38/\ln10^4=7.42$ mT, which is 7% above the value of $b$ at 200 mT. The slope of this line is the average of the local slope $dB^*/d\ln R$ over the range of $\ln R$ between the two peaks.

Extrapolation to zero field is much less forgiving. The exponential rate there is $aR/b=1.3\times10^{-13}\ \mathrm{s^{-1}}$, while the full barrier gives $10^9e^{-60}=8.8\times10^{-18}\ \mathrm{s^{-1}}$. The ratio is $e^{B_r^2/(2bD)}=e^{9.6}$, about 15,000. Both rates are negligible at the start of the sweep, so this disagreement at zero field does not itself affect the switching distribution. The curvature does change the shape somewhat: at 10 mT/s the full barrier gives a mean of 204.8 mT, a standard deviation of 8.7 mT and a skewness of $-1.02$, against 204.6 mT, 8.9 mT and $-1.14$ for the exponential rate, and the probability of switching below 150 mT is $1.0\times10^{-4}$ instead of $2.2\times10^{-4}$. A retention time inferred from the exponential law, however, would be too short by that factor. In this model the logarithmic law gives the peak to within 0.5 mT for sweep rates from 1 to 100 mT/s, but it does not determine the stability of the stored bit at zero field. The remaining digits are in the numerical output.

## Numbers as computed

```
temperature: 300 K; zero-field barrier: 60 kT
zero-temperature switching field: 500 mT
attempt rate: 1.0e+09 1/s; reference field: 200 mT
barrier at reference field: 21.60 kT
escape rate at reference field: 0.41614 1/s
field scale b: 6.9444 mT
full moment: 9.9407e-19 A m^2
activation moment: 5.9644e-19 A m^2
main sweep rate R: 10 mT/s, start at 0 mT
start parameter a: 8.98e-14
b*rate_ref: 2.8899 mT/s
ln(R/(b*rate_ref)): 1.2414
peak, formula: 208.621 mT; numerical: 208.621 mT
peak as H: 166.02 kA/m
escape rate at peak R/b: 1.4400 1/s
peak shift per decade: 15.990 mT
survival at peak: 0.3679
density at peak: 0.05297 1/mT
mean, formula: 204.612 mT; numerical: 204.612 mT
median, formula: 206.075 mT; numerical: 206.075 mT
standard deviation, formula: 8.907 mT; numerical: 8.907 mT
skewness, formula: -1.1395; numerical: -1.1395
half-maximum points x: -1.4612 and 0.9852
FWHM, formula: 16.989 mT; numerical: 16.985 mT
FWHM/b: 2.4464; standard deviation/b: 1.2825
simulation: 20000 particles, field step 0.02 mT
simulated mean: 204.749 mT; standard error 0.063 mT
simulated standard deviation: 8.852 mT
late start a=0.5: start 203.807, peak 208.621, mean 210.216 mT
late start a=2.0: start 213.434, peak 213.434, mean 215.943 mT
R (mT/s) | log-law peak | curved-barrier peak | difference (mT)
       1 | 192.631 | 192.878 | +0.247
      10 | 208.621 | 208.542 | -0.079
     100 | 224.611 | 225.051 | +0.440
    1000 | 240.601 | 242.557 | +1.956
   10000 | 256.591 | 261.260 | +4.668
from peaks of exponential model: b = 6.9444 mT, rate_ref = 0.41614 1/s
curved dB*/dlnR at 10 mT/s: numerical 6.9768, formula 6.9769, 1/L' 7.1480 mT
curved dB*/dlnR at 10000 mT/s: numerical 8.4186, formula 8.4186, 1/L' 8.7264 mT
largest return rate on sweep: 8.76e-18 1/s
```
